# Gaussian sums for the Helmholtz kernel and the hydrogen ground state

## An electron bound to a proton

An electron bound to a proton has negative energy, so far from the nucleus its wave function dies out exponentially. In the ground state it also has a cusp at the nucleus. Both features are built into an integral form of the Schrödinger equation, but the integral couples every point of space to every other. Can it be applied one Cartesian coordinate at a time, and does repeating it lead to the ground state?

The algebra uses atomic units. The nucleus is fixed and the electron nonrelativistic. Write $W=1/r$, $H=-\tfrac12\nabla^2-W$ and $E=-\kappa^2/2$ with $\kappa>0$. Moving $W\psi$ to the right of $H\psi=E\psi$ and multiplying by 2 gives

$$(-\nabla^2+\kappa^2)\psi=2W\psi .$$

The inverse of the operator on the left, $G=(-\nabla^2+\kappa^2)^{-1}$, has the kernel $Y(r)/4\pi$ with $Y(r)=e^{-\kappa r}/r$. Indeed, for $r>0$ we have $\nabla^2Y=(rY)''/r=\kappa^2Y$. Near the origin $Y'\approx-1/r^2$, so the outward flux of $-\nabla Y/4\pi$ through a small sphere is 1, the strength of a unit point source. Hence

$$\psi(\mathbf r)=\frac1{2\pi}\int Y(|\mathbf r-\mathbf r'|)\,W(r')\psi(\mathbf r')\,d^3r'. \tag{1}$$

The kernel is not a product of functions of $x$, $y$ and $z$. For a product, $Y(1,1)Y(2,2)/[Y(1,2)Y(2,1)]$, with arguments $(x,y)$ at $z=0$, would equal 1; for $\kappa=1$ it is 1.57. What can be shown is that $Y$ is closely approximated by a sum of products:

$$Y(r)\approx Y_h(r)=\sum_m w_m e^{-p_mr^2},\quad p_m=e^{2s_m},\quad w_m=\frac{2h}{\sqrt\pi}\,e^{s_m-\kappa^2/(4p_m)},\quad s_m=mh. \tag{2}$$

## First derivation: in position space

Consider

$$I=\frac2{\sqrt\pi}\int_0^\infty e^{-r^2t^2-\kappa^2/(4t^2)}dt .$$

With $u=rt-\kappa/(2t)$ the exponent is $-u^2-\kappa r$. The substitution $t\to\kappa/(2rt)$ only changes the sign of $u$ and turns $dt$ into $\kappa\,dt/(2rt^2)$. Averaging the two forms of the integral gives

$$I=\frac{2e^{-\kappa r}}{\sqrt\pi}\,\frac1{2r}\int_0^\infty e^{-u^2}\Big(r+\frac{\kappa}{2t^2}\Big)dt
=\frac{e^{-\kappa r}}{\sqrt\pi\,r}\int_{-\infty}^{\infty}e^{-u^2}du=Y(r),$$

because the bracket times $dt$ is $du$. Now set $t=e^s$:

$$Y(r)=\int_{-\infty}^\infty f(s)\,ds,\qquad f(s)=\frac2{\sqrt\pi}\exp\!\big(s-r^2e^{2s}-\tfrac14\kappa^2e^{-2s}\big).$$

The trapezoidal rule with step $h$ is the sum (2).

Its error follows from Poisson summation, $h\sum_mf(mh)=\sum_n\hat f(2\pi n/h)$ with $\hat f(\omega)=\int f(s)e^{-i\omega s}ds$. The term $n=0$ is $Y$ and the others are the error. For $\omega>0$ shift the path to $s-i\theta$, with $0<\theta<\pi/4$; for $\omega<0$ shift it the other way. No singularity is crossed and $f$ vanishes at both ends of the strip. The shift produces a factor $e^{-|\omega|\theta}$, and in the modulus both $r^2$ and $\kappa^2$ are multiplied by $c=\cos2\theta>0$. The remaining integral is $Y$ with $r\to\sqrt c\,r$ and $\kappa\to\sqrt c\,\kappa$, so

$$|\hat f(\omega)|\le e^{-|\omega|\theta}\,\frac{e^{-c\kappa r}}{\sqrt c\,r}.$$

Summing the geometric series over $n\neq0$,

$$r\,|Y_h-Y|\le\frac{2\,e^{-c\kappa r}}{\sqrt c\,(e^{2\pi\theta/h}-1)} . \tag{3}$$

The choice $\theta=\pi/4-h/(4\pi)$ makes the exponential in the denominator $e^{\pi^2/(2h)-1/2}$. For $\kappa=1$ and the coarse step $h=0.5$, the largest measured value of $r|Y_h-Y|$ is $2.1\times10^{-4}$, and the bound at $r\to0$ is $6.0\times10^{-4}$.

Since $c<1$, the bound decays more slowly than $Y$ and does not protect the relative error at large $r$. Relative accuracy is in fact lost there, for a visible reason. With $e^{2s_*}=\kappa/(2r)$,

$$r^2e^{2s}+\tfrac14\kappa^2e^{-2s}=\kappa r\cosh 2(s-s_*),$$

so for large $\kappa r$ the integrand is a peak in $s$ of width about $1/(2\sqrt{\kappa r})$. Once the fixed step is much wider than the peak, the sum is too small if no $s_m$ falls on the peak and too large if one falls on its centre. For $h=0.5$ the relative error reaches 2.5 between $\kappa r=40$ and 80, where $Y$ itself is negligible.

## Second derivation: in momentum space

On a plane wave of wave vector $\mathbf k$, $G$ is multiplication by $1/q^2$ with $q^2=k^2+\kappa^2$. As $q^2>0$,

$$\frac1{q^2}=\int_0^\infty e^{-\tau q^2}d\tau=\int_{-\infty}^\infty g(s)\,ds,\qquad g(s)=\tfrac12e^{-2s}\exp\!\big(-\tfrac14q^2e^{-2s}\big), \tag{4}$$

where $\tau=e^{-2s}/4$. The factor $e^{-\tau k^2}$ describes diffusion for a time $\tau$; in position space it is convolution with $(4\pi\tau)^{-3/2}e^{-r^2/(4\tau)}$. With $\tau=1/(4p_m)$ this becomes $(p_m/\pi)^{3/2}e^{-p_mr^2}$, and the trapezoidal term of (4) is

$$\frac h{2p_m}\,e^{-\kappa^2/(4p_m)}\Big(\frac{p_m}\pi\Big)^{3/2}e^{-p_mr^2}
=\frac1{4\pi}\,\frac{2h}{\sqrt\pi}\sqrt{p_m}\,e^{-\kappa^2/(4p_m)}e^{-p_mr^2}.$$

Since $\sqrt{p_m}=e^{s_m}$, this is $w_me^{-p_mr^2}/4\pi$: the sum (2) again.

Here the Poisson terms can be evaluated. Put $v=q^2e^{-2s}/4$, so that $e^{-2s}=4v/q^2$ and $|ds|=dv/(2v)$:

$$\hat g(\omega)=\frac1{q^2}\Big(\frac4{q^2}\Big)^{i\omega/2}\int_0^\infty v^{i\omega/2}e^{-v}dv
=\frac1{q^2}\Big(\frac4{q^2}\Big)^{i\omega/2}\Gamma\big(1+\tfrac{i\omega}2\big).$$

The power of $4/q^2$ is a pure phase. The reflection formula gives $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$. The relative error of the infinite sum is therefore at most

$$\varepsilon(h)=2\sum_{n\ge1}\sqrt{\frac{\pi y_n}{\sinh\pi y_n}},\qquad y_n=\frac{\pi n}h, \tag{5}$$

for every $k$ and every $\kappa>0$. For small $h$ it behaves as $2\pi\sqrt{2/h}\,e^{-\pi^2/(2h)}$. The measured maxima over $k$, $6.50\times10^{-4}$ at $h=0.5$ and $3.82\times10^{-10}$ at $h=0.2$, agree with (5) to the digits given.

Now keep only $s_0\le s_m\le s_M$. Above $s_M$ use $g\le\frac12e^{-2s}$: the lost part is at most $\int_{s_M}^\infty\frac12e^{-2s}ds=\frac14e^{-2s_M}$. Below $s_0$, $g$ increases with $s$ if $\kappa^2e^{-2s_0}\ge4$. The lost sum is then below $\int_{-\infty}^{s_0}g\,ds=q^{-2}\exp(-q^2e^{-2s_0}/4)$, which is largest at $k=0$. The norm of an operator that multiplies by a function of $k$ is the maximum of that function, so $\|G\|=1/\kappa^2$ and

$$\frac{\|G_h-G\|}{\|G\|}\le\varepsilon(h)+e^{-\kappa^2e^{-2s_0}/4}+\tfrac14\kappa^2e^{-2s_M}. \tag{6}$$

For $h=0.2$, $s_0=-3$, $s_M=12$ there are 76 terms. At $\kappa=1$ the measured error is $3.7\times10^{-10}$ and the bound $3.9\times10^{-10}$, both relative to $\|G\|$.

## What each derivation assumes

The first derivation needs the closed form of the kernel and the analyticity of $f$ in a strip. It gives the error at each distance. Integrated over space, (3) also bounds the operator: since $\int_0^\infty re^{-c\kappa r}dr=1/(c\kappa)^2$, the relative norm error is at most $2c^{-5/2}/(e^{2\pi\theta/h}-1)$. This is a weaker statement than (5), because $c$ is small for the best $\theta$.

The second derivation does not need the kernel. It needs translation invariance, which makes $G$ diagonal in $\mathbf k$, and positivity of $k^2+\kappa^2$. It gives the largest relative error over $k$ sharply. The error in norm, relative to $\|G\|$, is somewhat smaller: between 0.72 and 1 times $\varepsilon$ for $h=0.5$, depending on $\kappa$. But (5) does not bound the error at a particular $r$.

The two views settle what a finite sum can do. At $r=0$ it is finite while $Y$ diverges, so its pointwise error there is unbounded. In (6) the missing narrow Gaussians cost only $\frac14\kappa^2e^{-2s_M}$, because they occupy little volume. For the iteration the operator error is the relevant one.

Both derivations require a negative energy. For $E>0$, $\kappa^2$ is negative; the integral over $t$ then diverges, and so does the integral over $\tau$ for every $k^2\le2E$. As $\kappa\to0$ the pointwise formula survives and gives the Coulomb kernel $1/r$, but $\|G\|$ grows without limit and the condition on $s_0$ moves to ever broader Gaussians.

## One coordinate at a time

Each term of (2) factorizes:

$$e^{-p|\mathbf r-\mathbf r'|^2}=e^{-p(x-x')^2}e^{-p(y-y')^2}e^{-p(z-z')^2}.$$

The function acted on need not be a product. On $n^3$ points each factor costs $n^4$ multiplications, so $M$ terms cost $3Mn^4$ instead of $n^6$; this pays when $n^2>3M$. For $n=45$ and $M=76$ the counts are $9.3\times10^8$ and $8.3\times10^9$. On a uniform grid a fast Fourier transform, of order $n^3\log n$, is cheaper than either; the separated form is of use where no such grid is at hand, as in the Gaussian basis below. As a test, $-\nabla^2+1$ was applied analytically to a Gaussian with cross terms $xy$, $xz$, $yz$, and the separable sum was used to undo it. Most of the Gaussians are far narrower than the grid spacing of 0.35 bohr and cannot be sampled at the grid points; doing so gives a meaningless result, with an error of order $10^3$. Each one-dimensional matrix was therefore built from the Fourier transform of its Gaussian, kept up to the highest wave number the grid carries. With these matrices the largest error was $3.7\times10^{-11}$ of the maximum. The exponents do not depend on $\kappa$, so a new energy changes only the weights.

For hydrogen, expand $\psi=\sum_jc_jg_j$ with $g_j=e^{-a_jr^2}$. Completing the square in one coordinate,

$$\int e^{-p(x-x')^2-ax'^2}dx'=\sqrt{\frac\pi{a+p}}\;e^{-apx^2/(a+p)} .$$

The product of three such factors is the convolution in space. Since $G$ is symmetric it may act on $g_i$, and $\int e^{-br^2}r^{-1}d^3r=2\pi/b$. Therefore

$$A_{ij}=\langle g_i|2GW|g_j\rangle\approx\frac1{2\pi}\sum_mw_m\Big(\frac\pi{a_i+p_m}\Big)^{3/2}\frac{2\pi}{a_j+a_ip_m/(a_i+p_m)} .$$

With the overlaps $S_{ij}=\langle g_i|g_j\rangle$, the new coefficients solve $S\mathbf c'=A\mathbf c$. This is the least-squares projection of the new function on the basis.

## Why the iteration reaches the ground state

Take a real $\psi\ge0$ with energy expectation value $E<0$. Let $B=-\frac12\nabla^2-E$, $T=B^{-1}W$ and $\psi'=T\psi$, which is one application of (1). From $H=B+E-W$ and $B\psi'=W\psi$,

$$E'=\frac{\langle\psi'|H|\psi'\rangle}{\langle\psi'|\psi'\rangle}=E-\frac{\langle\psi'|W|\psi'-\psi\rangle}{\langle\psi'|\psi'\rangle},$$

an energy formula without derivatives.

Define $m_j=\langle\psi|BT^j|\psi\rangle$. As $BT=W$ is symmetric and positive, $T$ is symmetric and positive in the inner product $\langle\cdot|B|\cdot\rangle$. Furthermore:

- $m_0-m_1=\langle\psi|H-E|\psi\rangle=0$;
- $m_2=\langle\psi|W|\psi'\rangle=\langle\psi'|B|\psi'\rangle$;
- $m_3=\langle\psi'|W|\psi'\rangle$.

The Cauchy–Schwarz inequality gives $m_2\ge m_1^2/m_0=m_1$ and $m_3\ge m_2^2/m_1$. Since $B\ge|E|$, also $\langle\psi'|\psi'\rangle\le m_2/|E|$. Hence

$$E-E'=\frac{m_3-m_2}{\langle\psi'|\psi'\rangle}\ge|E|\Big(\frac{m_2}{m_1}-1\Big)\ge0. \tag{7}$$

The energy never rises. It is bounded below, because for real $\psi$ an integration by parts with $\nabla\cdot\hat{\mathbf r}=2/r$ gives

$$0\le\tfrac12\int|\nabla\psi+\hat{\mathbf r}\psi|^2d^3r=\langle\psi|H|\psi\rangle+\tfrac12\langle\psi|\psi\rangle .$$

So $E\ge-\frac12$, with equality for $\nabla\psi=-\hat{\mathbf r}\psi$, that is $\psi\propto e^{-r}$.

The energies thus converge to some $E_*$, and by (7) $m_2/m_1\to1$. Scale each iterate so that $m_0=m_1=1$. The residual $\langle\psi'-\psi|B|\psi'-\psi\rangle=m_2-2m_1+m_0$ tends to zero. The iterates have bounded norm and kinetic energy, so a subsequence has a weak limit $\phi$. The form $\langle\psi|W|\psi\rangle$ passes to the limit: its tail beyond $R$ is at most $\langle\psi|\psi\rangle/R$, its part near the nucleus is small by Hardy's inequality, and Rellich's theorem covers the rest. Thus $\langle\phi|W|\phi\rangle=1$, so $\phi\ne0$, and the vanishing residual gives $H\phi=E_*\phi$. The positive kernel keeps $\phi\ge0$, so $\phi$ is not orthogonal to $e^{-r}$. Eigenfunctions of different energies are orthogonal; hence $E_*=-\frac12$.

This proof is for the exact kernel without projection. Inequality (7) was tested for three Gaussian starts in a basis-free radial iteration.

**Rate.** At fixed $\kappa$, $T\chi=\lambda\chi$ means $(-\frac12\nabla^2+\frac12\kappa^2)\chi=\chi/(\lambda r)$. This is a hydrogen-like atom of charge $1/\lambda$ and energy $-\kappa^2/2$. Its levels $-1/(2\lambda^2n^2)$ require $\lambda=1/(n\kappa)$, and the leading function is $e^{-\kappa r}$. A wrong, fixed $\kappa$ thus leads to the wrong decay, and the energy must be renewed. Near the solution an amplitude error $\delta$ changes $E$, and so $\kappa$, only in order $\delta^2$. To first order its $n=2$ part is halved in each step, and the energy error, quadratic in $\delta$, falls to a quarter.

## Hydrogen in numbers

The start is $e^{-r^2/b^2}$ with $b=1.5$ Å, whose energy is $-10.2390$ eV. With the hartree $27.2114$ eV and the bohr $0.529177$ Å,

$$\kappa=\frac{\sqrt{2\times10.2390/27.2114}}{0.529177\ \text{Å}}=1.639\ \text{Å}^{-1}.$$

The basis has 21 Gaussians with exponent ratio 2.2. The radial iteration, which uses the exact kernel, gives:

| Step | Energy (eV) | Error (eV) |
|---|---|---|
| 0 | −10.2390 | 3.37 |
| 1 | −12.0824 | 1.52 |
| 4 | −13.5449 | 0.061 |
| 8 | −13.6054 | 0.00029 |
| 9 | −13.6056 | 0.000072 |

The first drop is $12.0824-10.2390=1.8434$ eV; inequality (7) guarantees 0.7333 eV. From step 8 to step 9 the error is multiplied by 0.252, close to the predicted quarter.

The Gaussian iteration follows these energies within $1.2\times10^{-4}$ eV, the largest difference being at step 1. Before projection, the first iterate from the Gaussian sums agrees with quadrature of the exact kernel to $2.2\times10^{-10}$ relative at three radii. The difference comes from the projection: the exact first iterate, projected on the same basis, has the energy $-12.08233$ eV, which is the Gaussian value at step 1.

After 16 steps the Gaussian energy is $-13.60569$ eV, or $-0.49999995$ hartree. It lies $1.4\times10^{-6}$ eV above the model value $-\frac12$ hartree, and $3.3\times10^{-7}$ eV above the lowest energy this basis allows. The rest, about $1.1\times10^{-6}$ eV, is the limit of the basis. Further steps do not close the smaller gap, which is still $3.2\times10^{-7}$ eV after 50 steps: the projection fits the new function and does not minimize the energy, so its fixed point is not the variational minimum. Both parts shrink in a denser basis; with 26 Gaussians of ratio 1.9 the total error after 16 steps is $3\times10^{-8}$ eV.

The mean radius is 0.79378 Å, or 1.50003 bohr; the function $e^{-r}$ gives $\int r^3e^{-2r}dr/\int r^2e^{-2r}dr=\frac32$. The excess of $3\times10^{-5}$ bohr is the amplitude error left after 16 steps; with more steps the value becomes 1.50000. At the nucleus $\psi$ is too small by $7.5\times10^{-4}$ relative, while at 1 Å the relative error is $2.6\times10^{-5}$. A finite sum of Gaussians has zero slope at $r=0$ and can only round off the cusp. This is not the only source of the error there: the projection adds a part of similar size, and with four tighter Gaussians the error at the nucleus becomes $+4.6\times10^{-4}$. The error at 1 Å settles at $1.9\times10^{-5}$ with more steps, and at $1\times10^{-6}$ in the basis of ratio 1.9.

These digits describe the model. The motion of the nucleus alone would raise the energy by 0.0074 eV, thousands of times the remaining numerical error, and relativistic effects are also left out. The energies of steps 0 to 12 are listed in the numerical output.

## Numbers as computed

```
hartree = 27.211386 eV, bohr = 0.52917721 angstrom
product test ratio of kernel (1 if a product): 1.5725
kernel tests below: kappa = 1 in atomic units
step 0.5: largest r*|error| = 2.14e-04
  its bound at r -> 0 = 6.05e-04
  largest relative error, 40 < kappa r < 80: 2.46
step 0.5: operator error 6.500e-04, formula 6.500e-04
step 0.2: operator error 3.823e-10, formula 3.823e-10
short sum (step 0.5, s -1.5 to 3): error 7.49e-04, bound 7.87e-03
working sum: step 0.2, s from -3.0 to 12.0, 76 terms
  operator error 3.70e-10, bound 3.92e-10
  relative error at r = 0.01 angstrom: 7.1e-12
  relative error at r = 1.0 angstrom: 6.7e-11
  relative error at r = 10.0 angstrom: 2.3e-03
3D grid 45^3: largest error of inverse = 3.7e-11
  multiplications: full 8.30e+09, separable 9.35e+08
start width b = 1.5 angstrom, exponent 0.4444 angstrom^-2
start kappa = 1.6393 angstrom^-1
first iterate, sum against quadrature: 2.2e-10 relative
basis: 21 Gaussians, exponent ratio 2.2
  exponents 0.0417 to 2.944e+05 angstrom^-2
iteration, E Gaussian (eV), E radial (eV), radial error (eV)
  0   -10.239030   -10.239030   3.37e+00
  1   -12.082330   -12.082448   1.52e+00
  2   -13.002519   -13.002543   6.03e-01
  3   -13.402143   -13.402149   2.04e-01
  4   -13.544934   -13.544937   6.08e-02
  5   -13.588939   -13.588941   1.68e-02
  6   -13.601281   -13.601282   4.41e-03
  7   -13.604559   -13.604561   1.13e-03
  8   -13.605405   -13.605406   2.87e-04
  9   -13.605619   -13.605621   7.22e-05
 10   -13.605674   -13.605675   1.81e-05
 11   -13.605687   -13.605689   4.54e-06
 12   -13.605691   -13.605692   1.14e-06
first energy drop 1.8434 eV, guaranteed 0.7333 eV
error ratio, iteration 9 to 8: 0.2517
largest Gaussian-radial difference: 1.2e-04 eV
final E after 16 iterations: -13.605692 eV = -0.49999995 hartree
  above exact model value by 1.4e-06 eV
  above basis minimum by 3.3e-07 eV
final kappa = 1.889726 angstrom^-1
mean radius = 0.793780 angstrom = 1.500027 bohr
relative error of psi at nucleus: -7.5e-04
relative error of psi at 1 angstrom: 2.6e-05
fixed kappa = 2.4566 angstrom^-1: leading decay 2.4566 angstrom^-1
  kappa*eigenvalue (atomic units): 1.00000, 0.50000, 0.33333
neglected nuclear-mass correction: +0.00741 eV
```
